# Why 4d shells from tin to iodine absorb EUV: the centrifugal delay

## The result

In Sn, Sb, Te and I, the strength with which the 4d shell absorbs light into f waves is small just above the 4d threshold. It rises to a delayed maximum in the continuum. The mean photon energy of this strength, weighted by the squared radial dipole element, is

$$
\bar\omega=\frac{7}{2\langle r^2\rangle}\qquad\text{(atomic units)},
$$

where $\langle r^2\rangle$ is the mean square radius of the 4d orbital. Of the $7/2$, the part $3$ comes from the larger centrifugal term of the f wave. The result holds for an electron in one local central potential, the same before and after absorption.

For free Sn, Sb, Te and I atoms, $\bar\omega$ is 74, 83, 93 and 103 eV, against model thresholds of 34, 43, 52 and 62 eV. An EUV photon of wavelength 135 angstrom has 91.84 eV, so it lies within the range over which the strength is spread.

Two qualifications belong to the result. Centrifugal repulsion alone is not enough: a hydrogenic 4d shell has the same centrifugal term but no delayed maximum, and the d shells treated here are much more compact than hydrogenic shells of the same binding energy. And the mean is not the position of the maximum, so it does not fix the cross section at one wavelength. That cross section depends strongly on the collective response of the 4d electrons, which this model leaves out.

## From the cross section to a radial problem

Atomic units are used in the algebra. The radial function $P(r)$ is the orbital's radial part times $r$, with $\int P^2dr=1$. It obeys $H_lP=EP$, with

$$
H_l=-\frac12\frac{d^2}{dr^2}+V(r)+\frac{l(l+1)}{2r^2}.
$$

In the dipole approximation, light polarized along $z$ is absorbed with the cross section

$$
\sigma(\omega)=4\pi^2\alpha\,\omega\sum_{i,f}|\langle f|z|i\rangle|^2\,\delta(E_f-E_i-\omega),
$$

where $\alpha$ is the fine-structure constant and $i$ runs over the occupied orbitals. Since $z=r\cos\theta$, each element is an angular factor times a radial integral. For d to f the squared angular factor is $(9-m^2)/35$. Its sum over $m=-2,\dots,2$ is $(45-10)/35=1$, and two spins give 2. With continuum waves normalized per unit energy,

$$
\sigma_f=8\pi^2\alpha\,\omega R^2,\qquad R=\int_0^\infty P_{\varepsilon f}\,r\,P_d\,dr .
$$

For d to p the squared factor is $(4-m^2)/15$. Its sum over $m=-1,0,1$ is $(12-2)/15=2/3$, so two spins give $4/3$ and $\sigma_p=\tfrac{16}{3}\pi^2\alpha\,\omega R_p^2$.

## Where the f strength must lie

All the dipole strength into f waves is contained in one function, $\varphi=rP_d$, because $R$ is the overlap of $\varphi$ with a final wave. The bound and continuum eigenfunctions of $H_3$ form a complete set, so

$$
\sum_{\text{bound}}R^2+\int_0^\infty R^2\,d\varepsilon
=\int_0^\infty\varphi^2dr=\langle r^2\rangle .
$$

The centrifugal term cannot change this total. It can change the energies at which the strength appears. The photon energy of each transition is $E_f-E_d$, so the energy-weighted sum is the expectation value of $H_3-E_d$ in $\varphi$. To find it, first let $H_2$ act on $\varphi$. The product rule gives

$$
-\tfrac12(rP_d)''=-\tfrac12rP_d''-P_d' .
$$

The other terms of $H_2-E_d$ merely multiply. Since $(H_2-E_d)P_d=0$, what remains is

$$
(H_2-E_d)\varphi=-P_d' .
$$

The f wave has the coefficient $3\cdot4/2=6$ in front of $1/r^2$, and the d wave has $2\cdot3/2=3$. Hence $H_3=H_2+3/r^2$, and

$$
\langle\varphi|H_3-E_d|\varphi\rangle
=-\int_0^\infty rP_dP_d'\,dr+\int_0^\infty r^2P_d^2\,\frac{3}{r^2}\,dr .
$$

In the first integral $P_dP_d'=\tfrac12(P_d^2)'$. Integration by parts gives $-\tfrac12[rP_d^2]_0^\infty+\tfrac12\int P_d^2dr=\tfrac12$, because the boundary term vanishes. The second integral is 3. The sum is $7/2$, and division by the total strength $\langle r^2\rangle$ gives $\bar\omega$.

The potential has dropped out of the numerator. It acts through the size of the d orbital: a smaller shell spreads its f strength to higher energy.

The same sum fixes the oscillator strength $F$, defined by $\sigma=2\pi^2\alpha\,dF/d\omega$. For the f channel $dF/d\omega=4\omega R^2$, so its total is $4\times7/2=14$. For the p channel $H_1=H_2-2/r^2$, the energy-weighted sum is $\tfrac12-2=-\tfrac32$, and the total is $\tfrac83\times(-\tfrac32)=-4$. It is negative because the sum includes formal downward transitions into lower p shells, which are filled. The two add up to 10, the number of d electrons.

## When the strength must enter the continuum

Let $I=-E_d$ be the threshold. A transition to a bound f state needs less energy than $I$. If $\bar\omega>I$, some strength must therefore lie in the continuum. The condition is

$$
I\langle r^2\rangle<\frac72 .
$$

A lower limit on the amount follows. Bound states contribute at most $I\sum_{\rm bound}R^2\le I\langle r^2\rangle$ to the energy-weighted sum of $7/2$. The continuum therefore holds at least the fraction $1-I\langle r^2\rangle/3.5$ of the f oscillator strength. For the computed Sn atom this is $1-1.64/3.5=0.53$, and for I it is $1-2.08/3.5=0.41$. These are limits, not estimates: the computed bound f states take only 0.02 to 0.03 % of the total $R^2$ in the four atoms.

A hydrogenic 4d shell shows why compactness matters. For nuclear charge $Z$ and $x=Zr/2$, its radial function is proportional to $x^3(6-x)e^{-x/2}$. With $\int_0^\infty x^ne^{-x}dx=n!$,

$$
\langle x^2\rangle=\frac{36\cdot8!-12\cdot9!+10!}{36\cdot6!-12\cdot7!+8!}
=\frac{725760}{5760}=126 .
$$

Since $r^2=4x^2/Z^2$, this gives $\langle r^2\rangle=504/Z^2$. The threshold is $Z^2/32$, so $I\langle r^2\rangle=15.75$ for every $Z$, far above 3.5. At $Z=8$ the threshold is 54.4 eV but the mean is 12.1 eV. Half of the total $R^2$ belongs to the degenerate 4f state at zero transition energy, which is not absorption; without it the mean is 24.2 eV, still below threshold. The continuum holds 1.4 % of the total $R^2$, and the computed cross section falls steadily over the first 300 eV above threshold. The f wave has the same centrifugal term as in tin, yet there is no delayed maximum.

## Testing the centrifugal cause

The effect of the centrifugal term on the mean can be isolated by a change that no real atom allows. Keep the potential, the 4d orbital and the operator $r$, but give the final wave the centrifugal term of $l=2$. The term $3/r^2$ then disappears from the derivation, and the mean falls to $1/(2\langle r^2\rangle)$. For Sn this is 10.5 eV and for I it is 14.8 eV, both well below threshold.

This low mean must be read with care. With the $l=2$ term, the final states include the 4d orbital itself, at zero transition energy. Its share of the total $R^2$ is $\langle r\rangle^2/\langle r^2\rangle$, about 0.85 in Sn and 0.86 in I. That is nearly all of the 86 to 87 % found in bound states for the four atoms, and it is not absorption. Only 13 to 14 % is left for the continuum. With the true f wave, bound states take 0.02 to 0.03 %, and nearly all of the total lies in the continuum. The comparison thus shows what the centrifugal term does to the whole sum. It does not by itself explain the delay, which depends on the shape of the spectrum.

## Why the cross section starts small

The mean does not by itself give the shape of the spectrum. For that, consider the effective potential of the f wave,

$$
U(r)=V(r)+\frac{6}{r^2}.
$$

Far from a neutral atom, the departing electron sees a singly charged ion, so $V=-1/r$. There $U=(6-r)/r^2$, which is positive for $r<6$. A wave of zero energy coming from outside meets its turning point at 6 bohr, or 3.17 angstrom. The rms radius of the 4d shell is 0.60 angstrom in Sn and 0.51 angstrom in I, so the turning point lies five to six times farther out.

Inside a repulsive region the wave obeys $P''=2(U-\varepsilon)P$ with a positive factor on the right, so it does not oscillate. If the centrifugal term alone acted, then $P''=12P/r^2$. Trying $P=r^s$ gives $s(s-1)=12$, hence $s=4$ or $s=-3$. The solution that is regular at the origin grows as $r^4$, so it would be very small at the d shell compared with its size outside. The atomic attraction weakens this suppression greatly: in the 4d atoms it even makes $U$ negative in part of the 4d shell. But from about 1 bohr out to the turning point $U$ is positive, and a slow wave remains much smaller at the shell than outside.

The computed f cross section 0.25 eV above threshold is 0.0034 angstrom² in Sn, against 0.44 angstrom² at its maximum, a ratio of about 130. In I the ratio is about 360. As the energy rises, the wave reaches farther in and its overlap with the 4d shell grows. The growth must end, because the integral of $R^2$ over energy cannot exceed $\langle r^2\rangle$. A rise from a small value followed by a fall is the delayed maximum.

The word "barrier" can suggest that the electron must first be trapped in an inner pocket of $U$. The four 4d atoms do have such a pocket. Measured as the largest outward rise of $U$, its depth grows from 40 eV in Sn to 83 eV in I. Se has none for its 3d-to-f channel, yet its maximum is delayed by 79 eV. A pocket is therefore not needed for a delay.

From Sn to I the pocket deepens, the delay shrinks from 21 to 12 eV, and the width at half maximum falls from about 23 to about 8 eV (read on a 0.75 eV energy grid, which understates the widths by up to about 1 eV). A likely reading is that the stronger inner attraction holds the f wave longer and at lower energy. The depth of the pocket alone does not decide this, because its width and position matter too.

## Worked example: four 4d atoms and selenium

The atoms are free, neutral and spherically averaged. Their potentials come from the nonrelativistic Herman-Skillman model: self-consistent Hartree-Fock-Slater with full Slater exchange, and with $-1/r$ used wherever the potential would otherwise be less attractive. The threshold is minus the d eigenvalue. Relaxation of the ion, spin-orbit splitting, multiplets and the collective response of the shell are left out.

For Sn the rms radius is 0.602 angstrom. With 0.5292 angstrom per bohr,

$$
\langle r^2\rangle=\left(\frac{0.602}{0.5292}\right)^2=1.294,\qquad
\bar\omega=\frac{3.5}{1.294}=2.705 .
$$

At 27.21 eV per atomic unit of energy this is 74 eV. The centrifugal part is $6/7$ of it, or 63 eV. An independent sum over the computed bound and continuum waves also gives 74 eV. For all five atoms, tests confirm the total strength and the energy-weighted sum to within 1 % of their predicted values.

The main results for the f channel are:

| Atom | Threshold (eV) | Mean (eV) | Maximum (eV) | Peak $\sigma_f$ (angstrom²) |
|---|---:|---:|---:|---:|
| Sn | 34 | 74 | 56 | 0.44 |
| Sb | 43 | 83 | 61 | 0.50 |
| Te | 52 | 93 | 67 | 0.63 |
| I | 62 | 103 | 74 | 0.90 |
| Se (3d) | 66 | 209 | 145 | 0.064 |

In every row the maximum lies below the mean, because strength at high energy raises the mean. In Se this strength is a long tail. In the 4d atoms the orbital has a node, and $R$ passes through zero above the maximum (a Cooper minimum, near 129 eV in Sn and 144 eV in I). A weak, broad second lobe follows. It holds only about 4 % of the total $R^2$ in Sn and 6 % in I, but it lifts the mean from about 59 to 74 eV in Sn and from about 79 to 103 eV in I.

Selenium is the useful contrast. Its 3d shell also holds ten electrons and has the same f-channel oscillator strength of 14. Its threshold is close to that of iodine. But its rms radius is 0.357 angstrom, and the mean varies as the inverse square of the radius. From I to Se it should rise by $(0.508/0.357)^2=2.0$, as it does, from 103 to 209 eV. The strength is equal in amount but spread over a much wider range.

A window of 100 eV above each threshold makes this quantitative. It holds 10.8 units of f oscillator strength in Sn, 9.95 in I and 4.05 in Se. From $\sigma=2\pi^2\alpha\,dF/d\omega$, one unit of strength corresponds to an area of

$$
2\pi^2\alpha\times27.21\times0.5292^2=1.10\ \text{angstrom}^2\,\text{eV}.
$$

The mean cross section in the window is thus $10.8\times1.10/100=0.12$ angstrom² for Sn, 0.11 for I and 0.04 for Se. The photon of 91.84 eV lies in all three windows. On this average, the 4d atoms absorb into f waves more than twice as strongly as Se.

## What the model says at 135 angstrom

At the single energy of 91.84 eV the picture is less favourable. The f and p channels of the d shell together give 0.038 angstrom² in Sn, 0.056 in Sb, 0.083 in Te and 0.121 in I. Se gives 0.036. Iodine exceeds Se by a factor of 3.3, but tin exceeds it by only 6 %.

The reason can be read from the spectra. The model places the Sn maximum at 56 eV with a width of 23 eV, so 91.84 eV lies far out on the high-energy side, where the f cross section is falling toward its zero near 129 eV. There the f cross section is 0.033 angstrom², about 7 % of its peak. For I it is about 12 % of the peak. At this wavelength the independent-electron model therefore does not, by itself, show tin to be a strong absorber. The measured atomic cross section of tin is roughly 0.2 angstrom², several times the model value.

The omitted collective response acts in the direction needed. As a sketch, represent the shell by one oscillator with polarizability $a_0=F/(\omega_0^2-\omega^2)$. The light induces a dipole $d=a_0\mathcal E$, where $\mathcal E$ is the field inside the shell. Let the displaced electrons reduce the applied field $\mathcal E_0$ in proportion to that dipole, so that $\mathcal E=\mathcal E_0-\lambda d$ with a constant $\lambda>0$. Then $d=a_0(\mathcal E_0-\lambda d)$, and solving for $d/\mathcal E_0$ gives

$$
a=\frac{a_0}{1+\lambda a_0}=\frac{F}{\omega_0^2+\lambda F-\omega^2}.
$$

The strength $F$ is unchanged, but the resonance moves up from $\omega_0$ to $\sqrt{\omega_0^2+\lambda F}$. For all four atoms the model maximum lies below 91.84 eV, so the shift starts toward that energy, though a large shift can carry the maximum past it. The sketch gives the direction of the shift, not its size, and it says nothing about the width. That the shift accounts for the missing absorption in tin is therefore a plausible expectation here, not a computed result.

## Consequences for resist work

**Choosing elements.** For absorption by this mechanism, look for a filled d shell with its threshold somewhat below the photon energy and a mean $7/(2\langle r^2\rangle)$ not far above that threshold. The second condition limits how widely the strength is spread: the mean lies about 40 eV above threshold in the four 4d atoms, but 143 eV above it in Se. A mean close to the photon energy is not enough, because the strength may still be spread thinly around it. This is a screening rule. It favours the 4d shells of Sn to I over the 3d shell of Se, but it does not guarantee a large cross section at the chosen wavelength. It does not rank the four 4d elements, and it does not carry over to other elements at a fixed wavelength. In the same model Ag, with its mean 32 eV above a threshold of 13 eV, gives an f cross section of only 0.008 angstrom² at 91.84 eV. The 3d shell of Zn, with its mean 84 eV above a threshold of 17 eV, gives 0.08, more than twice the value for Sn.

**Choosing cross sections.** For dose calculations, use measured atomic absorption data, or a calculation that includes the collective response, such as time-dependent density-functional theory or the random-phase approximation with exchange. A one-electron cross section at a fixed wavelength can be wrong by a factor of several on the side of a resonance, even when its sum rules are satisfied to 1 %.

**Carrying atomic values into a film.** The 4d orbital is small compared with the distance to neighbouring atoms, so its size should change little with bonding. The outgoing wave does meet the neighbours, and the potential near the 3.17 angstrom turning point is no longer that of a free ion. Free-atom values are thus least safe close to threshold. If they are adopted, the absorption coefficient of the film is

$$
\mu=\sum_j n_j\sigma_j ,
$$

with $n_j$ the number of atoms of element $j$ per volume. All elements count, including carbon and oxygen, and so does the film's density.

**Choosing the loading.** More absorber is not better without limit. In a film of thickness $D$, with reflection neglected, the energy absorbed per volume at the bottom is proportional to $\mu e^{-\mu D}$. Its derivative with respect to $\mu$ is $(1-\mu D)e^{-\mu D}$. The bottom of the film therefore gains from added absorber until $\mu D=1$, and loses beyond that. At this point the bottom receives $e^{-1}$, or 37 %, of the dose at the top. If the profile needs a more even dose, the loading must stay lower.

**Separating absorption from sensitivity.** The cross section counts absorbed photons. How many chemical events follow depends on the electrons released and on the resist's reactions. In this model a 4d photoelectron leaves with $91.8-34.4=57$ eV in Sn and with $91.8-61.6=30$ eV in I. Two films that absorb equally can thus start their electron cascades differently, and absorption data alone cannot rank their sensitivity.

The full set of computed values is given in the numerical output.

## Numbers as computed

```
Wavelength 135 angstrom, photon 91.84 eV
Hydrogen 1s solver: largest error 0.045 %
Hydrogenic 4d, Z=8: threshold 54.42 eV, mean 12.09 eV
  I<r^2> 15.75, continuum share 1.4 %
Sn, Sb, Te, I: 4d shell; Se: 3d shell
d threshold I (eV)
  Sn 34.4  Sb 43.0  Te 52.0  I 61.6  Se 65.8
rms radius of d shell (angstrom)
  Sn 0.602  Sb 0.566  Te 0.535  I 0.508  Se 0.357
I<r^2> (atomic units; limit 3.5)
  Sn 1.64  Sb 1.80  Te 1.95  I 2.08  Se 1.10
Mean d-f energy, 7/(2<r^2>) (eV)
  Sn 73.7  Sb 83.4  Te 93.3  I 103.4  Se 208.9
Mean d-f energy, summed spectrum (eV)
  Sn 73.6  Sb 83.3  Te 93.2  I 103.3  Se 208.9
Centrifugal part of mean (eV)
  Sn 63.1  Sb 71.5  Te 79.9  I 88.6  Se 179.1
Mean with l=2 centrifugal term (eV)
  Sn 10.5  Sb 11.9  Te 13.3  I 14.8  Se 29.8
Strength in bound f states (%)
  Sn 0.03  Sb 0.02  Te 0.02  I 0.02  Se 0.00
Bound share with l=2 term (%)
  Sn 85.6  Sb 86.2  Te 86.6  I 86.9  Se 80.8
Summed f-channel oscillator strength
  Sn 13.99  Sb 13.99  Te 13.99  I 13.99  Se 14.00
  of it within 100 eV of threshold
  Sn 10.81  Sb 10.52  Te 10.23  I 9.95  Se 4.05
Inner pocket depth for f (eV; 0 = none)
  Sn 39.97  Sb 52.55  Te 66.79  I 82.52  Se 0.00
Outer turning radius, zero energy (angstrom)
  Sn 3.17  Sb 3.17  Te 3.17  I 3.17  Se 3.17
f cross section 0.25 eV above I (angstrom^2)
  Sn 0.0034  Sb 0.0028  Te 0.0025  I 0.0025  Se 0.0001
f cross section at maximum (angstrom^2)
  Sn 0.4384  Sb 0.5036  Te 0.6313  I 0.9003  Se 0.0642
Photon energy of maximum (eV)
  Sn 55.7  Sb 61.2  Te 67.3  I 73.8  Se 144.8
Delay of maximum above threshold (eV)
  Sn 21.2  Sb 18.2  Te 15.2  I 12.2  Se 79.0
Full width at half maximum (eV)
  Sn 23.3  Sb 19.5  Te 13.5  I 8.2
f channel at 135 angstrom (angstrom^2)
  Sn 0.0326  Sb 0.0494  Te 0.0746  I 0.1116  Se 0.0308
p channel at 135 angstrom (angstrom^2)
  Sn 0.0058  Sb 0.0068  Te 0.0079  I 0.0091  Se 0.0052
Whole d shell at 135 angstrom (angstrom^2)
  Sn 0.0384  Sb 0.0562  Te 0.0825  I 0.1207  Se 0.0361
Length-acceleration mismatch (%)
  Sn 0.001  Sb 0.001  Te 0.001  I 0.001  Se 0.001
```
